# Instability of Two Equal Current Filaments under One Load Resistor

**Q.** I drive a thin threshold switch through a load resistor, and one hot filament sits there stably. Suppose I could prepare two identical filaments, far apart in the same film. Why should the resistor not hold both of them?

**A.** The resistor responds to the sum of the two currents. If one filament grows slightly and the other shrinks by the same amount, the sum does not change to first order, so neither does the voltage. Each filament is then left as it would be at fixed voltage, and there it is unstable.

So two things have to be shown: that a filament is unstable at fixed voltage, and that the odd disturbance escapes the feedback.

**Q.** Start with the first. What is a filament in your description?

**A.** A hot, conducting disc in the plane of the film, with current flowing through the thickness $L$. Let $T=T_0+u$ be the temperature averaged over the thickness. The electrodes are equipotentials with voltage $V$ between them, and each removes heat with transfer coefficient $h$. With heat capacity $C$ per volume and thermal conductivity $\kappa$,

$$C u_t=\kappa\nabla^2u-\frac{2h}{L}u+\sigma(T)\frac{V^2}{L^2}.$$

Multiply by $L/2h$ and write $\sigma=\sigma_{\rm on}s(T)$:

$$\tau u_t=\ell^2\nabla^2u+f,\qquad f=-u+P\,s(T_0+u),$$

$$\tau=\frac{CL}{2h},\quad \ell^2=\frac{\kappa L}{2h},\quad P=\frac{\sigma_{\rm on}V^2}{2hL}.$$

The conductivity is an activated resistivity in series with a constant one:

$$s(T)=\left[1+e^{(E_a/k)(1/T-1/T_m)}\right]^{-1}.$$

In a range of voltages $f=0$ has three roots. The outer two, $u_c$ (cold) and $u_h$ (hot), are stable uniform states. A filament is a hot region surrounded by cold film.

**Q.** What decides whether its edge moves outward?

**A.** First take a straight edge, hot on the left, moving right at speed $c$. Put $u=U(\xi)$ with $\xi=x-ct$. Then

$$-\tau cU'=\ell^2U''+f(U).$$

Multiply by $U'$ and integrate over all $\xi$. The term $\ell^2U'U''$ is the derivative of $\ell^2U'^2/2$, which vanishes at both ends. Since $U$ runs from $u_h$ down to $u_c$, $\int fU'd\xi=-\int_{u_c}^{u_h}f\,du$. Hence

$$c(V)=\frac{\int_{u_c}^{u_h}f\,du}{\tau\int U'^2d\xi}.$$

The edge rests at the coexistence voltage $V_{\rm co}$, where the numerator vanishes. A higher voltage adds heating, so near coexistence $c'(V)>0$.

Now bend the edge into a circle of radius $R$ much larger than its width. The radial Laplacian is $u_{rr}+u_r/r$, and $1/r\approx1/R$ across the edge. With $u=U(r-R(t))$,

$$-\tau\dot RU'=\ell^2U''+\frac{\ell^2}{R}U'+f(U).$$

The same multiplication and integration give $-\tau\dot R\int U'^2=(\ell^2/R)\int U'^2-\int_{u_c}^{u_h}f\,du$, so

$$\dot R=c(V)-\frac DR,\qquad D=\frac{\ell^2}{\tau}=\frac\kappa C.$$

The last term is the cooling of a convex hot region by the cold film around it. It is weaker for a larger disc.

**Q.** So a stationary filament has $R=D/c$. Why is that unstable?

**A.** Hold $V$ fixed and change the radius by $\delta R$. Since $-D/(R+\delta R)\approx-D/R+(D/R^2)\delta R$,

$$\delta\dot R=\frac D{R^2}\,\delta R.$$

A slightly larger disc loses less heat per length of edge and keeps growing. A slightly smaller one collapses. The stationary filament is a critical nucleus.

**Q.** That relies on a sharp edge. My filament may be only a few edge widths across.

**A.** The sign does not need a sharp edge. Take any stationary circular filament $u(r)$ in a wide uniform film. At fixed voltage a circular disturbance $v(r)e^{\lambda t}$ obeys $\tau\lambda v=M_0v$, with

$$M_0=\ell^2\left(\partial_r^2+\frac1r\partial_r\right)+f_u .$$

Differentiate the stationary equation $\ell^2(u''+u'/r)+f(u)=0$ with respect to $r$:

$$\ell^2\left(u'''+\frac{u''}r-\frac{u'}{r^2}\right)+f_uu'=0
\quad\Longrightarrow\quad M_0u'=\frac{\ell^2}{r^2}u'.$$

The operator $M_0$ is self-adjoint with weight $r$, so its largest eigenvalue is at least its average in any trial function. Use $u'$, which vanishes as $r$ at the centre and decays far away, so the integrals exist and there are no boundary terms:

$$\lambda_0\ \ge\ D\,\frac{\int u'^2r^{-1}dr}{\int u'^2r\,dr}=D\left\langle\frac1{r^2}\right\rangle>0.$$

For a thin edge at $R$ the bound becomes $D/R^2$, the earlier rate. The proof used a single local temperature field and a heating law that depends only on local $u$ and the common $V$. A contact resistance spread evenly over the area changes $f(u,V)$ but not the argument.

Numerical solutions of the radial equation give $\lambda_0R^2/D=1.233$, $1.044$, $1.009$ and $1.002$ for $R/\ell=4,8,16,32$. Here $R$ is the radius at which $u$ is midway between the two coexisting values.

**Q.** Then how can the resistor hold even one?

**A.** By lowering the voltage as the filament grows. Let me do this for two filaments at once. Let $G=G_1+G_2$ be the device conductance and $V_b$ the supply voltage. With no capacitance,

$$V=V_b-R_LGV\quad\Longrightarrow\quad V=\frac{V_b}{1+R_LG}.$$

Differentiating,

$$\delta V=-\frac{V_bR_L\,\delta G}{(1+R_LG)^2}=-\frac{VR_L}{1+R_LG}\,\delta G .$$

Let $g=dG_1/dR>0$ at the common radius, so $\delta G=g(\delta R_1+\delta R_2)$. The edge law, linearized with its voltage term, becomes

$$\delta\dot R_i=\frac D{R^2}\delta R_i-F(\delta R_1+\delta R_2),\qquad
F=\frac{c'(V)VR_Lg}{1+R_LG}.$$

Introduce the mean change $m=(\delta R_1+\delta R_2)/2$ and half the difference $a=(\delta R_1-\delta R_2)/2$. Adding and subtracting the two equations gives

$$\dot m=\left(\frac D{R^2}-2F\right)m,\qquad \dot a=\frac D{R^2}\,a .$$

The resistor appears in the first equation and is absent from the second.

**Q.** Could I not just make the resistor larger?

**A.** That helps $m$ alone. As $R_L\to\infty$ at a fixed operating point, the source fixes the current and $F\to c'Vg/G$, its largest value. The rate of $a$ remains $D/R^2$. As $R_L\to0$, $F\to0$ and both modes grow.

The condition $2F>D/R^2$ for a stable $m$ can be read from the characteristic of one filament. Along the stationary branch $c(V)=D/R$, so $c'dV=-(D/R^2)dR$. With $I_1=VG_1$,

$$\frac{dI_1}{dV}=G_1+Vg\frac{dR}{dV}=G_1-\frac{c'VgR^2}{D}.$$

Since $G=2G_1$, the condition $2F>D/R^2$ reads

$$\frac{2c'VgR_LR^2}{D}>1+2R_LG_1
\ \Longleftrightarrow\ 2R_L\left(\frac{c'VgR^2}D-G_1\right)>1 .$$

The bracket is $-dI_1/dV$. For a branch of negative differential resistance the condition is therefore $2R_L>|dV/dI_1|$. The factor 2 arises because, in the even mode, both currents change together through the same resistor.

**Q.** Does the cancellation survive when you keep the whole temperature field instead of two radii?

**A.** Yes. The linear equation for a disturbance $v$ of the field is

$$\tau v_t=(\ell^2\nabla^2+f_u)v+\frac{2P}{V}s\,\delta V,\qquad
\delta G=\frac1L\int\sigma'(T)\,v\,dA .$$

Put the growing mode of a single filament on the first filament and its negative on the second. The temperature profiles are the same, so the two contributions to $\delta G$ cancel and $\delta V=0$. What remains is the fixed-voltage problem, with rate $\lambda_0$ apart from the overlap of the two tails. That overlap falls exponentially with distance over $\ell$; this is what "well separated" means. In a mirror-symmetric device an odd disturbance has $\delta G=0$ by symmetry, whatever the overlap.

A capacitor $C_p$ across the device does not alter this. It obeys $C_p\dot V=(V_b-V)/R_L-I$, and with $\delta I=0$ the choice $\delta V=0$ still solves it.

**Q.** But a disc area goes as $R^2$. If one radius rises by $a$ and the other falls by $a$, the total area does change.

**A.** It does, at second order:

$$(R+a)^2+(R-a)^2=2R^2+2a^2.$$

So the antisymmetric change preserves the current to first order, not for a finite imbalance. Exchanging the filaments turns $a$ into $-a$ and cannot change the common voltage, so the voltage shift starts with $a^2$.

That shift cannot rescue the smaller filament. Subtract the full edge laws for two unequal radii at the same, possibly changing, voltage:

$$\frac d{dt}(R_1-R_2)=D\left(\frac1{R_2}-\frac1{R_1}\right)=\frac D{R_1R_2}(R_1-R_2).$$

The function $c(V)$ has dropped out. Within the edge law the difference grows as long as both filaments exist, whatever the circuit does to the common voltage.

**Q.** What if there are more than two?

**A.** For $N$ equal, distant filaments the linear law is $\delta\dot R_i=(D/R^2)\delta R_i-F\sum_j\delta R_j$. Every pattern with $\sum_j\delta R_j=0$ grows at $D/R^2$. There are $N-1$ independent patterns of this kind, and one resistor controls the remaining one.

**Q.** Give me numbers for a device I might build.

**A.** Take rough values in the regime of a niobium-oxide selector: $L=20$ nm, $\kappa=1$ W/(m K), $C=3$ J/(cm³ K), $h=2\times10^7$ W/(m² K), $\sigma_{\rm on}=3$ S/cm, $E_a=0.35$ eV, $T_m=500$ K and $T_0=300$ K. Then

$$\tau=\frac{(3\times10^6)(2\times10^{-8})}{4\times10^7}\ {\rm s}=1.5\ {\rm ns},\qquad
\ell=\sqrt{\frac{(1)(2\times10^{-8})}{4\times10^7}}\ {\rm m}=22.4\ {\rm nm},$$

and $D=\kappa/C=333$ nm²/ns. Hot film at 686 K and cold film at 302 K coexist at 1.069 V. The uniform cold state is lost at 2.32 V, and the uniform hot state exists down to 0.99 V.

Place two filaments of radius $4\ell=89.4$ nm at a spacing of 447 nm, in a device of 894 nm by 447 nm with edges that pass no heat. They are stationary at 1.127 V, where the device carries 0.83 mA in total, including a small share through the cold film. With $R_L=5$ kΩ the supply voltage is

$$V_b=1.127\ {\rm V}+(5\ {\rm k\Omega})(0.8295\ {\rm mA})=5.27\ {\rm V}.$$

**Q.** How fast do they separate into winner and loser?

**A.** The thin-edge estimate is

$$\frac D{R^2}=\frac{333.3}{89.4^2}\ {\rm ns^{-1}}=0.042\ {\rm ns^{-1}}.$$

The bound from the actual profile is $0.0713/(1.5\ {\rm ns})=0.048$ ns$^{-1}$, and the computed single-filament rate is 0.051 ns$^{-1}$. The thin-edge value is thus about 19% below the computed one at this radius. The odd disturbance grows by a factor $e$ in 19.5 ns.

I also computed the modes of the two-filament device, with the field symmetric about the line joining the centres:

- At 10 Ω there are two fast growing modes.
- At 5 kΩ and at 50 kΩ there is one.
- The odd rate is 0.0513 ns$^{-1}$ in all three cases, with the same stationary filaments and $V_b$ adjusted to suit.

This agrees with the load condition. One filament has $dV/dI=-102$ Ω, so $2R_L=20$ Ω is too small and $10$ kΩ is ample. At 5 kΩ the slowest circular even disturbance decays at 0.69 ns$^{-1}$, about once per thermal time. That rate partly reflects the relaxation of the surrounding cold film, so it changes somewhat with the size of the device. The edge law should not be used for it, because it assumes that the profile adjusts faster than the radius moves.

"Fast" here means more than a tenth of the odd rate. At 5 kΩ the next rate is $2.5\times10^{-5}$ ns$^{-1}$, too slow to matter during the selection. It belongs to a drift of whole filaments, driven by the weak overlap of their tails with each other and with the device edges. Enlarging the spacing and the device by a fifth, with the same filaments, lowers it about fifty-fold.

**Q.** And what would I see on the oscilloscope?

**A.** Very little at first. Define the imbalance as $(G_1-G_2)/(G_1+G_2)$. In the computed evolution the voltage shift follows the imbalance to the power 2.00 while the imbalance is between 1% and 4%. Going from 1% to 80% takes 82 ns. Pure exponential growth would need $19.5\ln80=85$ ns.

At the end one filament is left:

| | Start | End |
|---|---|---|
| Radii (nm) | 90, 90 | 129, none |
| Voltage (V) | 1.127 | 1.106 |
| Current (mA) | 0.830 | 0.834 |

The starting radius is 90 nm here because it is found by counting hot grid cells. Equal total hot area would give $90.2\sqrt2=128$ nm, close to the survivor's 129 nm. From start to end the terminal voltage falls by 21 mV and the current rises by 0.5%, although half of the original hot area has gone cold.

The fall is not steady. The large load keeps the current, and hence the total hot area, nearly fixed, so $R_1\dot R_1+R_2\dot R_2\approx0$. Inserting the edge law gives $c(V)\approx2D/(R_1+R_2)$. At fixed $R_1^2+R_2^2$ the sum $R_1+R_2$ shrinks as the radii separate, so the edge law predicts that the voltage first rises and falls only once the loser has gone. The full temperature field behaves in much the same way: the voltage climbs to about 17 mV above its starting value, then drops as the loser collapses. A local temperature measurement would show the event far more clearly than the terminals do.

**Q.** Is there an arrangement in which both filaments do survive?

**A.** Yes: give each filament its own series resistor $r$. The odd mode still leaves the common node voltage unchanged, but the voltage on filament $i$ now changes by $-r\,\delta I_i$. Each filament behaves like a single one with load $r$, and the load condition becomes

$$r>\left|\frac{dV}{dI_1}\right|=102\ \Omega .$$

In the full radial calculation the leading rate is positive at 0.97 times this value and negative at 1.03 times it. The even mode sees $r+2R_L$, which then exceeds the same limit for any $R_L\ge0$, so it is stable too.

More generally, if a filament obeys $\dot R=w(R,V)$, the odd rate is $\partial w/\partial R$ at fixed $V$. Coexistence is possible when something local makes this negative. In a uniform film, edge cooling makes it positive.

**Q.** My electrodes have resistance and my film is not uniform. How much do those matter?

**A.** Electrode resistance acts partly like a private $r$. For two 100 nm tungsten electrodes with a rough sheet resistance $R_s=1.5$ Ω, spacing $d$ and one extra square of path between the filaments, I estimate

$$r\approx2R_s\left[\frac{\ln(d/R)}{2\pi}+\frac12\right]
=3\left[\frac{\ln5}{2\pi}+\frac12\right]\Omega=2.3\ \Omega .$$

This is on the high side, since the logarithm and the extra square partly count the same path. Even so, it lowers the odd rate only from 0.0514 to 0.0502 ns$^{-1}$, or by 2%. Reaching the stabilizing value would take electrodes many tens of times more resistive. The voltage would then vary within each filament, which a single $r$ does not describe.

Non-uniformity can matter much more. Suppose each filament sits on a favourable spot, so that the coexistence voltage rises with distance from its centre. Near coexistence,

$$\dot R=c'\,[V-V_{\rm co}(R)]-\frac DR .$$

Its derivative at fixed $V$ is $-c'V_{\rm co}'(R)+D/R^2$. In this thin-edge estimate the filament is held if

$$V_{\rm co}'(R)>\frac{D}{R^2c'}=\frac{0.042\ {\rm ns^{-1}}}{80\ {\rm nm\,ns^{-1}\,V^{-1}}}\approx0.5\ {\rm mV/nm}.$$

For our filament, only four healing lengths in radius, this is too low. Solving the radial temperature equation with the local heating strength varied to give such a pattern puts the threshold at roughly 0.9 to 1.1 mV/nm for patterns that vary smoothly on the scale of the radius (linear, quadratic or Gaussian in $r$). That is a rise in $V_{\rm co}$ of about 5 to 8% from the centre of the filament to its edge. A sharper step at the edge, shaped as $\tanh[(r-R)/\ell]$, needs about 1.6 mV/nm but a rise of only about 3%. A pattern of this size, for instance in composition, could therefore hold two filaments. Observing two that last much longer than the selection time does not contradict the theorem; it points to a very equal start or to a broken assumption.

**Q.** How close is the rest of the model to a real selector?

**A.** The volt-scale operation and nanosecond thermal time are reasonable for a thin niobium-oxide switch, but the conductivity law is a simple stand-in. The chosen $h$ is low for a metal–oxide interface. Values several times larger are common, and with them the temperature would vary strongly through the thickness. The low value makes the thickness average usable: the temperature drop from mid-film to surface is $hL/4\kappa=10$% of the surface rise. Resolving the temperature through the thickness lowers the operating voltage by 3% and changes the single-filament growth rate by less than 2%. With $h$ five times larger, and the radius again $4\ell$, the filament is still unstable at fixed voltage, at a rate about 10% above that of the averaged model.

If the far side of each 100 nm tungsten electrode stays at $T_0$, the temperature drop across the electrode is a few percent of the film's rise. This needs good cooling. If the layers beyond each electrode conduct only $3\times10^7$ W/(m² K), the electrodes warm by 35 to 40 K and the operating voltage drops to about 1.0 V. Heat spreading along the electrodes then couples the filaments over distances longer than $\ell$, so the numbers given here apply only to well-cooled electrodes. The survivor's peak averaged temperature at the end, 713 K, is well below the metal–insulator transition of crystalline niobium dioxide, roughly 1100 K, so no latent heat was included. Field-assisted conduction is not small in itself: with a rough fast relative permittivity of 5, the Poole–Frenkel formula lowers the barrier by about 0.25 eV at the operating voltage. The 0.35 eV used here must therefore be read as an effective barrier near that voltage. There, a further change of 21 mV alters the activated part of the conductivity in hot film by about 4%, as much as it alters $V^2$. Including this at the same operating point leaves the odd rate unchanged but lowers $|dV/dI_1|$ from 102 to about 68 Ω. The voltage rise during the selection and the final fall shrink from 17 and 21 mV to about 11 and 14 mV. The 2.32 V at which the cold state is lost lies far from that voltage and should not be taken as a prediction for a real device. The field effect depends on the common voltage, so it leaves the instability argument intact.

Wiring capacitance affects the even mode. The device's own 7 fF, for a rough static relative permittivity of 40, gives $R_LC_p=0.035$ ns, well below $\tau$. At about 15 pF in parallel, or 30 pF with the field effect included, the feedback at 5 kΩ comes too late and the even mode starts to oscillate with growing amplitude. Reducing the capacitance cures that oscillation, but the odd mode keeps its growth time of about 20 ns.

## Table of computed values

```
film thickness 20 nm, kappa 1.0 W/(m K)
heat capacity 3.0 J/(cm3 K), h 2.0e+07 W/(m2 K)
sigma_on 3.0 S/cm, activation 0.35 eV
half-conductivity temperature 500 K, ambient 300 K
healing length 22.36 nm, thermal time 1.50 ns
diffusivity D 333.3 nm2/ns
threshold voltage 2.316 V, lowest on-state voltage 0.992 V
coexistence: P 428.81 K, voltage 1.0693 V
coexisting temperatures 302.1 K and 686.2 K
front speed slope dc/dV 79.9 nm/ns per V
radius/ell, V (V), lambda0*tau, lower bound*tau, lambda0*R^2/D:
     4 1.1272 0.07707 0.07130 1.2330
     8 1.0948 0.01631 0.01627 1.0439
    16 1.0815 0.00394 0.00394 1.0088
    32 1.0753 0.00098 0.00098 1.0016
wall law c(V) R/D at radius 32 ell: 1.0227
example filament radius 89.4 nm, spacing 447 nm
device 894 nm x 447 nm
device voltage 1.1272 V, field 0.564 MV/cm
current per filament cell 0.4154 mA
total current 0.8295 mA, load 5 kohm
bias voltage 5.275 V
dV/dI of one filament -101.89 ohm
single filament: lambda0 0.05138 /ns, translation 1.3e-06 /ns
second breathing rate -0.5744 /ns
even mode under load -0.6884 /ns
load (ohm), odd-mode rate (1/ns), number of unstable modes:
      10.19 0.051301 2
    5000.00 0.051301 1
   50000.00 0.051301 1
odd-mode growth time 19.49 ns
next rate at 5 kohm (slow drift) 2.5e-05 /ns
odd mode: net/gross current change 5.9e-17
evolution: growth rate 0.05141 /ns
evolution: voltage shift ~ imbalance^2.000
time from 1 % to 80 % imbalance 82.4 ns
radii at start 90.2, 90.2 nm
radii at end 129.3, 0.0 nm
end: voltage 1.1060 V, current 0.8338 mA
end: peak temperatures 713 K, 305 K
neglected: temperature variation through film 10 %
neglected: electrode heating 2.0 % of film rise
neglected: spreading resistance 2.27 ohm per filament
  odd-mode rate with it 0.05021 /ns
neglected: own capacitance 7.1 fF, RC 0.0354 ns
  even mode oscillates above 15.13 pF
neglected: field-assisted conduction, change 4.1 %
```
